# How Acceptor Codoping Raises Equilibrium Donor Solubility

## The form of the answer

A semiconductor exchanges a donor species with a reservoir at fixed temperature and donor activity. Let $D$, $n$, $p$ and $A$ be the number densities of ionized donors, electrons, holes and ionized acceptors. Suppose, as Lemma 1 will justify, that

$$Dn=K,\qquad np=n_i^2, \tag{1}$$

with $K$ and $n_i$ independent of $A$. Electroneutrality requires $D+p=n+A$. Both positive charges are proportional to $1/n$, so together they equal $N^2/n$ with

$$N^2=K+n_i^2,\qquad \frac{N^2}{n}-n=A. \tag{2}$$

The problem for $n$ therefore contains two quantities, $N$ and $A$, both densities. Dimensions then force

$$n=N f(A/N),\qquad D=\frac{K}{N}\,\frac{1}{f(A/N)},\qquad \frac1f-f=x,\quad x=\frac AN .$$

There is also a symmetry. Replacing $f$ by $1/f$ reverses the sign of $x$, so $f(-x)=1/f(x)$ and $f(0)=1$. Negative $A$ has a physical meaning: it describes fixed donors of a foreign species. If fixed acceptors raise the uptake by some factor, an equal density of fixed foreign donors lowers it by the same factor. What remains is to justify (1), find $f$ and state when the result holds.

## Assumptions and theorem

The algebra uses atomic units, with $T$ denoting temperature times Boltzmann's constant. Solubility means the equilibrium uptake of ionized donors at the reservoir's activity; if the reservoir is a coexisting second phase, this is the solubility limit. The assumptions are these.

1. Temperature and donor chemical potential are fixed, and the acceptors do not alter the reservoir.
2. The donor is mobile and equilibrates. The acceptors are frozen in place, and each carries one negative charge.
3. Donors are singly charged and dilute on their sites. Carriers are nondegenerate. Pairs, neutral donors and changes of the activity coefficients are neglected.
4. The crystal is uniform and neutral, with no other charged species.

**Theorem.** Under these assumptions, for $A\ge0$,

$$n=-\frac A2+\sqrt{\frac{A^2}{4}+K+n_i^2},\qquad D=\frac Kn. \tag{3}$$

As $A$ increases, $D$ rises and $n$ falls, both strictly. The net donor density $D-A=n-p$ also falls strictly.

The last statement limits what codoping can achieve: the crystal accepts more donors but holds fewer electrons.

## Lemma 1: the two products are fixed

**Lemma.** Under the assumptions, (1) holds with

$$K=N_sN_c e^{-\Delta G/T},\qquad n_i^2=N_cN_v e^{-E_g/T},\qquad N_c=2\left(\frac{m_eT}{2\pi}\right)^{3/2}. \tag{4}$$

Here $N_s$ is the density of donor sites, $\Delta G$ the free energy of the reaction D(reservoir) $\to$ D$^+$ + e$^-$ apart from the counting factors, and $E_g$ the gap. $N_v$ is $N_c$ with the hole mass.

**Proof.** For one electron in a parabolic band, the sum over states per volume, with energy measured from the band edge, is

$$2\int\frac{d^3k}{(2\pi)^3}e^{-k^2/(2m_eT)}
=\frac{2}{(2\pi)^3}(2\pi m_eT)^{3/2}=N_c .$$

The factor 2 counts spin. For many nondegenerate electrons in a volume $V$, the partition function is $(VN_ce^{-E_c/T})^{nV}/(nV)!$. Stirling's formula gives the free energy density

$$\phi_e=E_cn+Tn\left[\ln(n/N_c)-1\right].$$

A hole is a missing electron at the valence edge $E_v$, so similarly $\phi_h=-E_vp+Tp[\ln(p/N_v)-1]$.

Let $g$ be the free energy of one donor ion, its electron having been taken to the zero of electron energy, minus the reservoir's donor chemical potential. Placing $D$ ions on $N_s$ sites contributes

$$\phi_D=gD+T\left[D\ln\frac D{N_s}+(N_s-D)\ln\frac{N_s-D}{N_s}\right].$$

Equilibrium minimizes $\phi_D+\phi_e+\phi_h$ at fixed charge. Add $\mu(D+p-n-A)$, with $\mu$ a multiplier, and set the three derivatives to zero:

$$g+T\ln\frac{D}{N_s-D}+\mu=0,\quad E_c+T\ln\frac n{N_c}-\mu=0,\quad -E_v+T\ln\frac p{N_v}+\mu=0.$$

Each free energy is convex and the constraint is linear, so the stationary point is the minimum. The second condition identifies $\mu$ as the electron chemical potential. Solving,

$$\frac{D}{N_s-D}=e^{-(g+\mu)/T},\quad n=N_ce^{(\mu-E_c)/T},\quad p=N_ve^{(E_v-\mu)/T}.$$

In the products $Dn$ and $np$ the multiplier cancels. With $D\ll N_s$ and $\Delta G=g+E_c$, $E_g=E_c-E_v$, these products are (4). A shift $c$ of the electron energy zero changes $E_c$ and $E_v$ by $c$ and $g$ by $-c$, so neither product changes. $\square$

The acceptors entered through the constraint alone. They move $\mu$, and the donor responds because its ionization delivers an electron at that chemical potential.

## Lemma 2: how the added charge is shared

**Lemma.** Equation (2) has one positive solution, given by (3), and

$$-\frac{dn}{dA}=\frac{n}{S},\qquad \frac{dD}{dA}=\frac{D}{S},\qquad \frac{dp}{dA}=\frac pS,\qquad S=n+p+D. \tag{5}$$

**Proof.** Multiplying (2) by $n$ gives

$$n^2+An-N^2=0. \tag{6}$$

The product of the roots is $-N^2<0$, so one root is positive and one negative. The quadratic formula with the plus sign gives (3).

Differentiating (6) with respect to $A$ gives $(2n+A)\,dn/dA+n=0$. Neutrality turns the bracket into $n+(n+A)=n+p+D=S$, which proves the first relation. For the second, at fixed $K$,

$$\frac{dD}{dA}=-\frac K{n^2}\frac{dn}{dA}=\frac{K}{n^2}\,\frac nS=\frac DS .$$

The third follows in the same way with $n_i^2$ in place of $K$. $\square$

The three fractions add to one. Each added negative charge is balanced partly by removing electrons, partly by admitting donors and partly by creating holes, in the ratio $n:D:p$.

**Proof of the theorem.** Lemmas 1 and 2 give (3). All densities in (5) are positive, so $D$ rises and $n$ falls. Finally,

$$\frac{d(D-A)}{dA}=\frac DS-1=-\frac{n+p}{S}<0. \qquad\square \tag{7}$$

**Remark on cause.** Since $K$ is fixed, $d\ln D=-d\ln n$. In this model the acceptor acts on the donor solely through $n$; were $n$ held fixed by other means, the uptake would not change.

## Limits

Multiply numerator and denominator of $K/n$ by $A/2+R$, where $R=\sqrt{A^2/4+N^2}$. Because $(R-A/2)(R+A/2)=N^2$,

$$D=\frac K{N^2}\left(\frac A2+R\right),\qquad
\frac{d^2D}{dA^2}=\frac{K}{N^2}\left(\frac1{4R}-\frac{A^2}{16R^3}\right)=\frac{K}{4R^3}>0. \tag{8}$$

The last step used $4R^2-A^2=4N^2$. The slope therefore increases steadily between two limits.

**Light codoping, $A\ll N$.** Here $R\simeq N$ and

$$D\simeq\frac KN+\frac{K}{2N^2}A .$$

If $K\gg n_i^2$, about half a donor enters per acceptor, because donors and electrons are then equally numerous and share the charge equally. If $K\ll n_i^2$, the slope is about $K/(2n_i^2)$, which is small: thermal electrons and holes then far outnumber the donors and balance nearly all the added charge.

**Heavy codoping, $A\gg N$.** Now $R\simeq A/2$, so

$$n\simeq\frac{N^2}{A},\qquad D\simeq\frac{K}{K+n_i^2}A .$$

Each further acceptor brings in slightly less than one donor when $K\gg n_i^2$. Electrons and holes share the rest in the ratio $n:p$, so it falls to the holes alone only as $A\to\infty$.

**Change of type.** The net doping vanishes when $n=p=n_i$. Then $D=K/n_i$ and, by neutrality,

$$A=D=\frac K{n_i}. \tag{9}$$

Beyond this acceptor density the crystal is p-type, although donor uptake is still growing.

## A test by counting states

The theorem was tested by an explicit weighted sum over all neutral states of a finite model crystal. It has $10^7$ donor sites and $10^7$ states in each of two narrow bands. The reaction energy is $21T$, held fixed throughout, and the gap is $23T$.

Without acceptors the mean number of donors is 258.20, against 258.43 from (3). With 300 acceptors it is 422.18, against 422.37, while the mean electron number falls from 293.15 to 179.32. With 200 fixed foreign donors instead, the uptake drops to 184.74.

Reducing the gap to $17T$ supplies about 2000 thermal electrons. The same 300 acceptors then raise the uptake from 36.93 to 39.72, a factor of 1.076 instead of 1.635. Acceptors are present in equal number in both cases; the gain differs because $n$ falls by a smaller fraction, 7% instead of 39%.

## Example: lithium in boron-doped silicon

Interstitial lithium is a mobile donor in silicon, and substitutional boron is a slow acceptor. Take 1100 K, so $T=0.0948$ eV, with these rough typical parameters: gap 0.85 eV, density-of-states masses 1.10 and 1.15, relative permittivity $\epsilon=11.7$. Equation (4) gives $N_c=2.03\times10^{20}$ and $N_v=2.17\times10^{20}$ cm$^{-3}$, hence

$$n_i=\sqrt{N_cN_v}\,e^{-0.85/(2\times0.09479)}=2.37\times10^{18}\ \text{cm}^{-3}.$$

The uptake without boron is set to $S_0=2.00\times10^{19}$ cm$^{-3}$. At $A=0$, neutrality reads $S_0+n_i^2/n_0=n_0$, or $n_0^2-S_0n_0-n_i^2=0$. Its positive root is

$$n_0=\frac{S_0}2+\sqrt{\frac{S_0^2}4+n_i^2}=2.028\times10^{19}\ \text{cm}^{-3},$$

so $K=S_0n_0=4.056\times10^{38}$ cm$^{-6}$. With $N_s=5.00\times10^{22}$ cm$^{-3}$, this corresponds to $\Delta G=T\ln(N_sN_c/K)=0.960$ eV.

Now add $A=2.00\times10^{19}$ cm$^{-3}$ of boron at the same temperature and lithium activity. In units of $10^{19}$ cm$^{-3}$, $A^2/4=1.00$ and $K+n_i^2=4.112$, so

$$n=-1.00+\sqrt{5.112}=1.261,\qquad D=\frac{4.056}{1.261}=3.216 .$$

The lithium uptake is thus $3.22\times10^{19}$ cm$^{-3}$, or $3.22\times10^{-5}$ Å$^{-3}$. It has risen by a factor of 1.61, while $n$ has fallen to 0.62 of its former value. Further values follow, with densities in $10^{19}$ cm$^{-3}$ and a dimensionless slope:

| $A$ | $n$ | $D$ | $D-A$ | $dD/dA$ |
|---|---|---|---|---|
| 0 | 2.03 | 2.00 | 2.00 | 0.49 |
| 1 | 1.59 | 2.55 | 1.55 | 0.61 |
| 2 | 1.26 | 3.22 | 1.22 | 0.71 |
| 5 | 0.72 | 5.64 | 0.64 | 0.88 |
| 10 | 0.40 | 10.25 | 0.25 | 0.95 |

The slope starts near one half and approaches its limit 0.986. Without pairing, equation (9) puts the change of type at $1.71\times10^{20}$ cm$^{-3}$, an extrapolation beyond the table; pairing, estimated below, moves it higher, and neutral donors move it lower. The value is also sensitive to the gap: a change of $\pm0.05$ eV at fixed $S_0$ moves it between $1.3$ and $2.2\times10^{20}$ cm$^{-3}$, while $D$ at $A=2\times10^{19}$ cm$^{-3}$ changes by less than 0.5%.

**Electrical reading.** Suppose an ideal quench freezes both dopant contents, and all dopants are ionized at the measuring temperature. With negligible holes, the electron density addressed by a Hall measurement is $D-A$. It is $1.22\times10^{19}$ cm$^{-3}$ with boron and $2.00\times10^{19}$ cm$^{-3}$ without. The density of charged dopants, $D+A$, meanwhile rises from $2.00$ to $5.22\times10^{19}$ cm$^{-3}$. The chemical lithium content and the electron density thus move in opposite directions. During real cooling, precipitation would change the electron density, and lithium-boron pairing would lower the density of charged dopants. Pairs already present during the anneal also raise the lithium uptake, and with it the electron density, as estimated below.

## What the assumptions leave out

**Time scales.** Take rough diffusivities $2.5\times10^{-3}e^{-0.65\,\mathrm{eV}/T}$ cm$^2$/s for lithium and $1.0\,e^{-3.50\,\mathrm{eV}/T}$ cm$^2$/s for boron. In 600 s the lengths $\sqrt{\text{diffusivity}\times\text{time}}$ are $4.0\times10^5$ nm and 2.4 nm. Treating boron as frozen and lithium as equilibrated is reasonable for layers much thicker than the second length and at most about half as thick as the first.

**Fermi statistics.** Let $\eta=(\mu-E_c)/T$. Lemma 1 still gives $D\propto e^{-\eta}$ for dilute donors, but now

$$n=N_cF(\eta),\qquad F(\eta)=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

The conserved quantity is $De^{\eta}$, not $Dn$. The trends survive: $D+p-n$ decreases with $\eta$, so a larger $A$ means a smaller $\eta$, hence larger $D$ and smaller $n$. With $S_0$ held fixed, the uptake at the main boron content becomes $3.23\times10^{19}$ cm$^{-3}$, 0.4% above (3), and $Dn$ rises by 1.3% on codoping.

**Pairing.** A lithium ion can bind to a boron ion on one of four neighbouring sites with energy $E_b$. From Lemma 1, a dilute site has occupation odds $D/N_s$. Binding multiplies them by $e^{E_b/T}$, so

$$[DA]=K_pDA^-,\qquad K_p=\frac4{N_s}e^{E_b/T},\qquad A^-=\frac{A}{1+K_pD}.$$

Here $D$ is the free donor density and $A$ the total boron. Neutrality is $D+p=n+A^-$. Adding $[DA]$ to both donors and acceptors gives

$$D_{\rm tot}-A=D-A^-=n-p. \tag{10}$$

Write neutrality as $h(n)=N^2/n-n-A/(1+K_pK/n)=0$. Every term of $h$ decreases with $n$. At the unpaired solution, $N^2/n-n=A$ makes $h$ positive, so the paired solution has larger $n$. By (10), total uptake is larger too, while free $D=K/n$ is smaller.

An unscreened point charge at 2.35 Å gives $E_b=0.523$ eV and $K_p=2.0\times10^{-20}$ cm$^3$. The total uptake is then $3.44\times10^{19}$ cm$^{-3}$, 7% above (3), with 35% of the boron paired. Free lithium is $2.74\times10^{19}$ cm$^{-3}$. Of the total rise of $1.44\times10^{19}$ cm$^{-3}$, about half is free lithium admitted by the lower $n$ and half sits in pairs. At this boron content pairing thus changes the total modestly but the explanation substantially: the lowering of $n$ is then one of two mechanisms. The net density $D_{\rm tot}-A$ changes more, from $1.22$ to $1.44\times10^{19}$ cm$^{-3}$, or by 19%. The change of type still requires $n=p=n_i$, hence $A^-=D=K/n_i$, but the total boron is then $A=(K/n_i)(1+K_pK/n_i)=7.6\times10^{20}$ cm$^{-3}$, more than four times the value from (9). Screening weakens the attraction but also raises $K/n_i$; the linear estimate below, stretched beyond its range and applied to $K$, $n_i^2$ and $K_p$ together, gives about $5\times10^{20}$ cm$^{-3}$, still three times the value from (9). The six next-nearest sites at 2.72 Å, left out here, would add pairs. These figures therefore indicate size only.

**Neutral donors.** If a level lies $E_d$ below the band edge, an occupied donor has free energy $g+E_c-E_d$ and, if it has a single orbital state, two spin states. Its density,

$$D_0=2N_se^{-(\Delta G-E_d)/T}=\frac{2K}{N_c}e^{E_d/T},$$

contains no $\mu$ and does not depend on $A$. For $E_d=0.033$ eV, with $K$ reset so that total uptake without boron remains $S_0$, $D_0$ is $3.8\times10^{18}$ cm$^{-3}$ and the codoped total is $3.25\times10^{19}$ cm$^{-3}$. This is a low estimate for silicon: its six conduction valleys give up to twelve nearly degenerate bound states instead of two, which makes neutral donors more numerous. With twelve states $D_0$ is $9.6\times10^{18}$ cm$^{-3}$, nearly half of $S_0$, $K$ falls to $1.1\times10^{38}$ cm$^{-6}$, and the codoped total is $3.32\times10^{19}$ cm$^{-3}$. The total thus changes little, but $K/n_i$ in (9) drops to $1.1\times10^{20}$ cm$^{-3}$ with two states and $4.8\times10^{19}$ cm$^{-3}$ with twelve. Whether the level survives screening at these densities is not decided here.

**Screening.** Around a unit charge with closest approach $r_0$, the linearized Poisson equation gives a potential $e^{-\kappa(r-r_0)}/[\epsilon r(1+\kappa r_0)]$, with $\kappa^2=4\pi(n+p+D)/(\epsilon T)$; frozen boron cannot rearrange and is absent from $\kappa$. Subtracting the bare $1/(\epsilon r_0)$ at $r=r_0$ leaves $-\kappa/[\epsilon(1+\kappa r_0)]$. Charging the ion gradually contributes half of this to its free energy. Applied to both partners in each product, with $r_0=2.35$ Å and the boron-free state as reference, this raises $K$ and $n_i^2$ by 5.0% and gives $D=3.26\times10^{19}$ cm$^{-3}$. That reference suits $K$, which was calibrated there, but $n_i$ was computed for pure silicon. Measured from the intrinsic crystal, the same formula raises $n_i^2$ by a factor of about 1.8, which gives $D=3.25\times10^{19}$ cm$^{-3}$ and lowers the limiting slope from 0.986 to about 0.977. The screening length without boron, 12.3 Å, is shorter than the Coulomb length $1/(\epsilon T)=13.0$ Å, so the weak-coupling condition fails. The estimate also treats electrons as classical points, although their thermal wavelength exceeds the screening length. It omits the static potential of the boron, which attracts lithium and holes and repels electrons; this effect can exceed the 5.0%. The figure therefore illustrates one contribution, not the full correction.

**The real case.** The chosen uptake is a rough order of magnitude for lithium in hot silicon. The last two table rows and both values for the change of type exceed the solubility of boron alone at 1100 K, roughly $4\times10^{19}$ cm$^{-3}$, so they presume boron introduced at a higher temperature that stays substitutional; $7.6\times10^{20}$ cm$^{-3}$ may not be attainable at all. The boron contents are those of heavily doped layers; in far purer silicon at the same temperature and lithium activity, $A\ll N$ and the effect is negligible. Of the corrections sized here, each taken separately, pairing gives the largest figure, but the estimates are too rough to establish a ranking. A boron-induced change of the lithium source would violate the first assumption and has not been sized. The numerical output below gives the remaining values.

## Numbers as computed

```
State counting, particle numbers:
  none: donors 258.20, formula 258.43, electrons 293.15
  acceptor: donors 422.18, formula 422.37, electrons 179.32
  foreign donor: donors 184.74, formula 184.95, electrons 409.75
  buffered none: donors 36.93, formula 36.93, electrons 2052.57
  buffered acceptor: donors 39.72, formula 39.73, electrons 1908.04
  donor gain free 1.635, buffered 1.076
Li in Si: temperature 1100 K, kT 0.09479 eV
Gap 0.85 eV; DOS masses 1.10, 1.15 m_e
Relative permittivity 11.7; lattice 5.43 angstrom
Nc 2.033e+20, Nv 2.173e+20, ni 2.373e+18 cm^-3
Uptake without boron S0 2.000e+19, n0 2.028e+19 cm^-3
Solubility product K 4.0556e+38 cm^-6
Donor site density 4.997e+22 cm^-3
Reaction free energy 0.960 eV
A, n, D, D-A in cm^-3; slope dD/dA
  0.00e+00 2.028e+19 2.000e+19 2.000e+19 0.493
  5.00e+18 1.793e+19 2.262e+19 1.762e+19 0.553
  1.00e+19 1.589e+19 2.553e+19 1.553e+19 0.611
  2.00e+19 1.261e+19 3.216e+19 1.216e+19 0.711
  5.00e+19 7.190e+18 5.641e+19 6.406e+18 0.876
  1.00e+20 3.955e+18 1.025e+20 2.531e+18 0.950
Main boron content 2.00e+19 cm^-3
Main D 3.216e+19 cm^-3 = 3.216e-05 angstrom^-3
Main n 1.261e+19 cm^-3 = 1.261e-05 angstrom^-3
Main p 4.467e+17 cm^-3
Ratios D/S0 1.608, n/n0 0.622
Net donors / S0 0.608
Large-A slope 0.9863; crossing A 1.709e+20 cm^-3
Anneal 600 s; Li length 3.972e+05 nm
B length 2.35 nm
Li diffusion: 2.5e-03 cm2/s, 0.65 eV
B diffusion: 1.0 cm2/s, 3.50 eV
Fermi statistics: D 3.229e+19 cm^-3
  D change 0.39 %
  change of D*n with boron 1.32 %
Pair distance 2.351 A, energy 0.523 eV
Pair constant 2.002e-20 cm^3
Pairing: total D 3.444e+19, free D 2.736e+19 cm^-3
  n 1.482e+19 cm^-3; total D change 7.1 %
  paired boron fraction 0.354
Neutral level 0.033 eV: neutral D 3.755e+18 cm^-3
  total D 3.252e+19 cm^-3
Screening length 12.29 A; Coulomb 12.98 A
Screening estimate: D 3.261e+19 cm^-3, K factor 1.050
Site filling 0.0644 %
```
